\section*{Estimated Intensities of Charge-Transfer, d–d and f–f Absorption Bands}

\section*{Problem}

One optical electron of a metal ion moves on a shell of radius $a$, so that every radial integral $\langle r^n\rangle$ equals $a^n$. The ligands are point charges $-qe$ at distance $R$, and one shell of opposite parity lies an energy $\Delta$ higher ($p$ above $d$, $d$ above $f$). Units are Gaussian, the sample is isotropic and local-field factors are omitted. The oscillator strength $f$ is summed over final and averaged over initial components.

Estimate $f$ and the peak molar absorption coefficient $\varepsilon_{\max}$ for (a) ligand-to-metal charge transfer, (b) a tetrahedral $d$--$d$ band, (c) an octahedral $d$--$d$ band, (d) a spin-forbidden octahedral band, (e) the magnetic-dipole (M1) and electric-quadrupole (E2) parts of $t_{2g}\to e_g$, (f) an $f$--$f$ line. Which of these are governed by the ratio of ion size to wavelength?

The round model parameters are $a=1$~\AA, $R=2$~\AA, $q=2$, $\Delta=8$~eV and $\hbar\omega=2.5$~eV for (b) to (f); $\hbar\omega=4$~eV and metal weight $c^2=0.1$ for (a); an odd vibration with $M=20$~u and $\hbar\Omega=0.04$~eV at $300$~K; spin--orbit constant $\zeta=0.03$~eV and spin gap $\Delta E=1$~eV; $a_f=0.5$~\AA\ and $R_f=2.5$~\AA. Bands are Gaussian with full width $\Gamma=0.4$~eV, or $0.02$~eV for $f$--$f$.

\section*{Solution}

\subsection*{Definition of $f$ and the natural scale}

A wave $\mathbf A=A_0\boldsymbol\epsilon\cos(\mathbf k\cdot\mathbf r-\omega t)$ with $\mathbf k\cdot\boldsymbol\epsilon=0$ and $k=\omega/c$ couples to charge $-e$ through $(e/mc)\mathbf A\cdot\mathbf p$. Its $e^{-i\omega t}$ part is $(eA_0/2mc)\,\boldsymbol\epsilon\cdot\mathbf p\,e^{i\mathbf k\cdot\mathbf r}$; let $\mathcal M$ be the matrix element of $\boldsymbol\epsilon\cdot\mathbf p\,e^{i\mathbf k\cdot\mathbf r}$. The golden-rule rate $(2\pi/\hbar)(eA_0/2mc)^2|\mathcal M|^2\delta(E_{fi}-\hbar\omega)$, multiplied by $\hbar\omega$ and divided by the intensity $\omega^2A_0^2/8\pi c$, is the cross section $\sigma$. Integrating over $\omega$ gives a factor $1/\hbar$:
\begin{equation}
\int\sigma\,d\omega=\frac{4\pi^2e^2\,\overline{|\mathcal M|^2}}{m^2c\,\hbar\omega}=\frac{2\pi^2e^2}{mc}f,\qquad f=\frac{2\,\overline{|\mathcal M|^2}}{m\hbar\omega},
\label{def}
\end{equation}
where the bar averages over orientations. For $ka\ll1$ the exponential is 1 in lowest order (E1). With a local potential $[H,\mathbf r]=-i\hbar\mathbf p/m$, so $\mathbf p_{fi}=im\omega\mathbf r_{fi}$, and the average of $|\boldsymbol\epsilon\cdot\mathbf r_{fi}|^2$ is $|\mathbf r_{fi}|^2/3$. Hence
\begin{equation}
f=\frac{2m\omega}{3\hbar}|\mathbf r_{fi}|^2,\qquad
f_0\equiv\frac{2m\omega a^2}{3\hbar}=\frac23\frac{\hbar\omega}{E_a},\qquad E_a=\frac{\hbar^2}{ma^2}.
\end{equation}
Here $E_a=7.62$~eV and $f_0=\frac23(2.5/7.62)=0.219$. The program tests this normalization by the sum rule $\sum f=1$ and by a finite-field polarizability.

Beer's law $10^{-\varepsilon Cl}=e^{-\sigma nl}$ with $n=N_AC/10^3$ per cm$^3$ gives $\sigma=10^3\ln10\,\varepsilon/N_A$. With $d\omega=2\pi c\,d\tilde\nu$ and $r_e=e^2/mc^2$, Eq.~(\ref{def}) becomes $f=[10^3\ln 10/(\pi N_Ar_e)]\int\varepsilon\,d\tilde\nu$, the bracket being $4.319\times10^{-9}$~mol\,cm$^2$/L. The band $\varepsilon_{\max}e^{-4\ln2\,(\tilde\nu-\tilde\nu_0)^2/\Gamma^2}$ has area $\sqrt{\pi/4\ln2}\,\Gamma\varepsilon_{\max}=1.0645\,\Gamma\varepsilon_{\max}$, and $1$~eV is $8065.5$~cm$^{-1}$.

Angular integrals are averages over the unit sphere,
\begin{equation}
\langle x^{2i}y^{2j}z^{2l}\rangle=\frac{(2i-1)!!\,(2j-1)!!\,(2l-1)!!}{(2i+2j+2l+1)!!},
\end{equation}
and zero if any power is odd. The formula follows by averaging the monomial with weight $e^{-r^2/2}$ over space: Cartesian factors give the numerator, and the radial factor $\langle r^{2n}\rangle=(2n+1)!!$ the denominator. The normalized orbitals are $p_z=\sqrt3z$, $d_{xy}=\sqrt{15}xy$, $d_{z^2}=\frac{\sqrt5}{2}(3z^2-1)$, $d_{x^2-y^2}=\frac{\sqrt{15}}2(x^2-y^2)$. In units of $a$,
\begin{align}
\langle d_{z^2}|z|p_z\rangle&=\tfrac{\sqrt{15}}2\left(\tfrac35-\tfrac13\right)=\tfrac2{\sqrt{15}},&
\langle d_{z^2}|x|p_x\rangle&=\tfrac{\sqrt{15}}2\left(\tfrac3{15}-\tfrac13\right)=-\tfrac1{\sqrt{15}},\nonumber\\
\langle d_{x^2-y^2}|x|p_x\rangle&=\tfrac{\sqrt{45}}2\left(\tfrac15-\tfrac1{15}\right)=\tfrac1{\sqrt5},&
\langle d_{xz}|x|p_z\rangle&=\tfrac{\sqrt{45}}{15}=\tfrac1{\sqrt5}.
\label{dip}
\end{align}

\subsection*{(a) Charge transfer}

Orthogonal orbitals $L$ and $M$, separated by $\delta=E_M-E_L$ and coupled by $-t$, form $\psi_b=\cos\theta\,L+\sin\theta\,M$ and $\psi_a=-\sin\theta\,L+\cos\theta\,M$. The condition $\langle\psi_a|H|\psi_b\rangle=\frac12\delta\sin2\theta-t\cos2\theta=0$ gives $\tan2\theta=2t/\delta$. Along the bond, $\langle\psi_a|z|\psi_b\rangle=\sin\theta\cos\theta\,(z_M-z_L)+\cos2\theta\,\langle L|z|M\rangle$. The last term is dropped, which requires little overlap of the orbital tails. With $c=\sin\theta$,
\begin{equation}
f_{\rm CT}=\frac{2m\omega}{3\hbar}R^2c^2(1-c^2).
\end{equation}
The dipole is $2\sqrt{0.1\times0.9}=0.6$~\AA, and $f_{\rm CT}=\frac23(4/7.62)(0.6)^2=0.126$. The lever arm is the bond length, yet without covalent mixing only the small dropped term $\langle L|z|M\rangle$ would give the band any intensity. A tilted double well on a grid reproduces the dipole formula within 2\%.

\subsection*{(b) Tetrahedral $d$--$d$}

Two $d$ orbitals are even under inversion and $\mathbf r$ is odd, so $\mathbf r_{fi}=0$ (Laporte rule). An odd perturbation $V$ corrects both states in first order:
\begin{equation}
\mathbf r_{fi}=\sum_n\left[\frac{V_{fn}\mathbf r_{ni}}{E_f-E_n}+\frac{\mathbf r_{fn}V_{ni}}{E_i-E_n}\right].
\label{pt}
\end{equation}
The ligand potential is $qe^2\sum_{j,l}r^lP_l(\cos\gamma_j)/R^{l+1}$. A product of $d$ and $p$ is an odd polynomial of degree 3, so only $l=1,3$ couple them. The tetrahedral directions are $\mathbf s_j/\sqrt3$ with $\mathbf s_j=(1,1,1),(1,-1,-1),(-1,1,-1),(-1,-1,1)$. Each component of $\mathbf s_j$ sums to zero, while $s_xs_ys_z=1$ for all four; therefore $\sum_j\mathbf s_j\cdot\mathbf r=0$ and $\sum_j(\mathbf s_j\cdot\mathbf r)^3=4\times6xyz$. With $P_3(t)=(5t^3-3t)/2$,
\begin{equation}
V_3=\frac{qe^2}{R^4}\,\frac52\,\frac{24xyz}{3\sqrt3}=\frac{20}{\sqrt3}\frac{qe^2}{R^4}xyz .
\end{equation}
All powers must be even, so $d_{xy}$ mixes with $p_z$ (and cyclically), with $\langle p_z|xyz|d_{xy}\rangle=\sqrt{45}/105=\sqrt5/35$, and the $e$ orbitals do not mix. For $e\to t_2$ each final orbital holds a $p$ amplitude $-c_T$, $c_T=V_{pd}/\Delta$, with $\Delta$ measured from $t_2$. By Eq.~(\ref{dip}) the squared dipoles from $d_{z^2}$ add to $\frac4{15}+\frac1{15}+\frac1{15}=\frac25$ and from $d_{x^2-y^2}$ to $\frac15+\frac15=\frac25$. So
\begin{equation}
f_{T_d}=\tfrac25c_T^2f_0,\qquad V_{pd}=\frac{20}{\sqrt3}\,\frac{2\times14.4}{2^4}\,\frac{\sqrt5}{35}~\text{eV}=1.328~\text{eV},
\end{equation}
using $e^2=14.4$~eV\,\AA. Then $c_T=0.166$, $c_T^2=0.0276$ and $f_{T_d}=0.4\times0.0276\times0.219=2.4\times10^{-3}$. Within the model each $d$--$p$ pair is a two-level problem with $\tan2\theta=2c_T$, whose $p$ weight is $\frac12[1-(1+4c_T^2)^{-1/2}]=c_T^2-3c_T^4+\dots$; the diagonalized strength is accordingly 0.92 of the estimate.

\subsection*{(c) Octahedral $d$--$d$}

The static octahedron has an inversion centre and no odd terms. For ligands on $\pm x,\pm y,\pm z$, $\sum_j\cos^2\gamma_j=2$, which cancels $l=2$, and $P_4(t)=(35t^4-30t^2+3)/8$ gives
\begin{equation}
V_4=\frac{qe^2}{8R^5}\left[70(x^4+y^4+z^4)-60r^4+18r^4\right]=\frac{35qe^2}{4R^5}\left(x^4+y^4+z^4-\tfrac35r^4\right).
\end{equation}
Moving the metal by $Q$ along $z$ inside the cage changes the potential by $Q\,\partial_zV$. Only $V_4$ yields a rank-3 term: $\delta V=GQW$, with $W=z^3-\frac35zr^2$ and $G=35qe^2/R^5$. In units of $a^3$ the nonzero elements are
\begin{align}
\langle p_z|W|d_{z^2}\rangle&=\tfrac{\sqrt{15}}2\left(\tfrac37-\tfrac9{25}-\tfrac15+\tfrac15\right)=\tfrac{6\sqrt{15}}{175},\nonumber\\
\langle p_x|W|d_{xz}\rangle&=\sqrt{45}\left(\tfrac1{35}-\tfrac1{25}\right)=-\tfrac{6\sqrt5}{175},
\end{align}
and the $yz$ partner of the second. The orbital $d_{xy}$ always leaves an odd power, and $d_{x^2-y^2}$ changes sign under $x\leftrightarrow y$ while $zW$ does not. Let $\Delta_t$ and $\Delta_e$ be the gaps from $t_{2g}$ and $e_g$ to $p$, and neglect $\hbar\Omega$ against them. From $d_{xz}$, Eq.~(\ref{pt}) gives $x$-polarized amplitudes, in units of $-Ga^4Q/175$:
\begin{align}
d_{z^2}:&\quad\frac{6\sqrt{15}}{\sqrt5\,\Delta_e}+\frac{(-1)(-6\sqrt5)}{\sqrt{15}\,\Delta_t}=\sqrt3\left(\frac6{\Delta_e}+\frac2{\Delta_t}\right),\nonumber\\
d_{x^2-y^2}:&\quad\frac{-6\sqrt5}{\sqrt5\,\Delta_t}=-\frac6{\Delta_t}.
\end{align}
The orbital $d_{yz}$ gives the same squares and $d_{xy}$ nothing. Averaging over three initial orbitals and summing over three directions of motion leaves a factor 2. The operator $Q$ changes the vibrational quantum number $n$ by $\pm1$, and the two squared elements add to $\langle n|Q^2|n\rangle=(\hbar/2M\Omega)(2n+1)$. The thermal mean $\bar n=1/(e^{\hbar\Omega/k_BT}-1)$ turns this into
\begin{equation}
u^2=\frac{\hbar}{2M\Omega}\coth\frac{\hbar\Omega}{2k_BT}.
\end{equation}
For $\Delta_t=\Delta_e=\Delta$ the squared dipole is $2(192+36)(Ga^4u/175\Delta)^2$. Defining $c_O=(6\sqrt{15}/175)Ga^3u/\Delta$, whose square carries 540 in place of 456,
\begin{equation}
f_{O_h}=\tfrac{38}{45}c_O^2f_0,\qquad
\frac{c_O}{c_T}=\frac{6\sqrt{15}}{5}\,\frac{35\sqrt3}{20\sqrt5}\,\frac uR=6.3\,\frac uR .
\end{equation}
The zero-point amplitude is $0.0511$~\AA\ and the $\coth$ factor 1.54, so $u=0.0634$~\AA, $u/R=0.0317$, $c_O=6.3\times0.0317\times0.166=0.0332$, and $f_{O_h}=\frac{38}{45}\times1.10\times10^{-3}\times0.219=2.0\times10^{-4}$, which is 0.084 of $f_{T_d}$ at the common assigned photon energy. The point charges themselves split the $d$ shell by $5qe^2a^4/3R^5=1.50$~eV in the octahedron and by $\frac49$ of this, $0.67$~eV, in the tetrahedron; at these energies $f_{O_h}=1.2\times10^{-4}$, $f_{T_d}=6.4\times10^{-4}$ and the ratio is 0.19. The intensity stays finite at $T=0$ and grows as $T$ for $k_BT\gg\hbar\Omega$; vibronic diagonalization at weak coupling confirms the $\coth$ law within 2\% at three temperatures. At full coupling, with $p$ lying $\Delta$ above the midpoint of $t_{2g}$ and $e_g$, motion along a single axis was diagonalized and its strength multiplied by three; the result is 1.37 times the estimate. This sum is additive only in lowest order, so the figure describes the single-axis model and not the three directions acting together. Unequal denominators supply a factor 1.15. The remaining factor $1.37/1.15=1.19$ disappears at weak coupling, so it comes from higher orders in the vibronic coupling, which are not analysed here. Odd ligand motions are omitted here and are not small: taken one at a time at the same amplitude $u$, the normalized $t_{1u}$ stretch, $t_{1u}$ bend and $t_{2u}$ ligand coordinates give 0.99, 0.39 and 0.09 of the strength from the metal motion.

\subsection*{(d) Spin-forbidden}

Neither $\mathbf r$ nor the ligand field acts on spin, so states of different total spin have zero amplitude. Spin--orbit coupling $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ plays the part of $V$ in Eq.~(\ref{pt}), and the vibronically induced dipole of (c) plays the part of $\mathbf r$. The elements of $\mathbf l\cdot\mathbf s$ are of order one, so the admixed amplitude is of order $\zeta/\Delta E$, where $\Delta E$ separates the mixed states of different spin. At equal photon energy
\begin{equation}
f_{\rm sf}\sim(\zeta/\Delta E)^2f_{O_h}=9\times10^{-4}\times2.03\times10^{-4}=1.8\times10^{-7}.
\end{equation}
The angular factor is set to one, and the estimate needs $\zeta\ll\Delta E$. As a check, the 45 states of $d^2$ were diagonalized with $t_{2g}$--$e_g$ splitting 2.5~eV and Racah repulsion parameters $B=0.08$~eV, $C=0.32$~eV. The five lowest singlets lie on average 1.165~eV above the ground triplet, so $(\zeta/\text{gap})^2=6.6\times10^{-4}$. Their squared dipole relative to that of the first triplet--triplet band is $5.6\times10^{-4}$, 0.85 of the estimate in this one case. The agreement depends on the splitting: the factor is 0.62 at 3.0~eV, 1.8 at 2.0~eV and 18 at 1.5~eV. In the last case the first excited triplet lies only 0.18~eV above the singlets, so the gap to the ground triplet is no longer the $\Delta E$ to use.

\subsection*{(e) M1 and E2}

The next term of the exponential gives $\mathcal M=i\langle f|(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)|i\rangle$, an even operator. Because $\mathbf k\cdot\boldsymbol\epsilon=0$, the factors commute, and
\begin{equation}
(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)=\tfrac12(\mathbf k\times\boldsymbol\epsilon)\cdot\mathbf L+\tfrac12\left[(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)+(\mathbf k\cdot\mathbf p)(\boldsymbol\epsilon\cdot\mathbf r)\right],
\end{equation}
since $(\mathbf k\times\boldsymbol\epsilon)\cdot(\mathbf r\times\mathbf p)=(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)-(\mathbf k\cdot\mathbf p)(\boldsymbol\epsilon\cdot\mathbf r)$. The bracket equals $(im/\hbar)[H,(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf r)]$, with element $im\omega k\,\hat k_a\epsilon_bQ_{ab}$, where $Q_{ab}=\langle f|x_ax_b-\frac13r^2\delta_{ab}|i\rangle$; the trace drops out because $\mathbf k\cdot\boldsymbol\epsilon=0$. The Pauli term $(e/mc)\mathbf S\cdot\nabla\times\mathbf A$ adds $i(\mathbf k\times\boldsymbol\epsilon)\cdot\mathbf S$ to $\mathcal M$, which turns $\mathbf L$ into $\mathbf L+2\mathbf S$.

Isotropy requires $\overline{\hat k_a\epsilon_b\hat k_c\epsilon_d}=\alpha\delta_{ac}\delta_{bd}+\beta\delta_{ab}\delta_{cd}+\gamma\delta_{ad}\delta_{bc}$. The three double contractions give $9\alpha+3\beta+3\gamma=1$, $3\alpha+9\beta+3\gamma=0$, $3\alpha+3\beta+9\gamma=0$, so $\beta=\gamma=-\frac1{30}$ and $\alpha=\frac4{30}$. A symmetric traceless tensor receives $\alpha+\gamma=\frac1{10}$, and its cross term with the antisymmetric M1 tensor vanishes in each contraction. The M1 average is $\frac13$, as for any vector. Equation~(\ref{def}) gives
\begin{align}
f_{\rm M1}&=\frac2{m\hbar\omega}\,\frac{k^2}{12}|\mathbf L+2\mathbf S|_{fi}^2=\frac{\hbar\omega}{6mc^2}\left|\frac{\mathbf L+2\mathbf S}{\hbar}\right|_{fi}^2,\\
f_{\rm E2}&=\frac2{m\hbar\omega}\,\frac{m^2\omega^2k^2}{40}\sum|Q_{ab}|^2=\frac{m\omega k^2}{20\hbar}\sum|Q_{ab}|^2 .
\end{align}
The program tests both, spin term excepted, against the full plane-wave element in a three-dimensional oscillator with a quartic term $\propto x^4+y^4+z^4$, which has cubic symmetry and an inversion centre.

For $t_{2g}\to e_g$ spin contributes nothing, the orbitals being orthogonal. From $L_z\,xy=-i\hbar(x^2-y^2)$ follows $L_zd_{xy}=-2i\hbar\,d_{x^2-y^2}$, while $L_x$ and $L_y$ turn $xy$ into $xz$ and $yz$; so $|\mathbf L/\hbar|^2=4$. Parity in each coordinate leaves only $Q_{xy}=Q_{yx}$, which vanishes for $d_{x^2-y^2}$ and for $d_{z^2}$ is $\frac{5\sqrt3}2(\frac3{105}-\frac1{15})a^2=-\frac{2\sqrt3}{21}a^2$; so $\sum|Q_{ab}|^2=\frac8{147}a^4$. Cyclic symmetry gives the same sums for $d_{yz}$ and $d_{xz}$. With $\lambda_C=\hbar/mc$ and $m\omega a^2/\hbar=\frac32f_0$,
\begin{equation}
f_{\rm E2}=\frac32\,\frac{8}{20\times147}(ka)^2f_0=\frac{(ka)^2}{245}f_0,\qquad
f_{\rm M1}=\frac{2\hbar\omega}{3mc^2}=\left(\frac{\lambda_C}a\right)^2f_0 .
\end{equation}
At wavelength $4959$~\AA, $(ka)^2=1.605\times10^{-6}$ and $f_{\rm E2}=1.4\times10^{-9}$, whereas $f_{\rm M1}=4\times2.5/(6\times5.11\times10^5)=3.3\times10^{-6}$.

Only E2 is suppressed by the ratio of size to wavelength. The M1 strength does not contain $a$. Its ratio to $f_0$ is $(\lambda_C/a)^2=(ka)^2(E_a/\hbar\omega)^2$, because $\lambda_C/ka^2=\hbar/m\omega a^2$. It equals $(ka)^2$ only when $\hbar\omega=E_a$; here the factor is 9.29, giving $1.49\times10^{-5}$.

\subsection*{(f) $f$--$f$}

Place the $f$ ion in the tetrahedron. An $f$--$d$ product also admits $l=5$, but $\sum_j(\mathbf s_j\cdot\mathbf r)^5=4\times20\,xyz\,r^2$, and $P_5(t)=(63t^5-70t^3+15t)/8$ gives $63\times80/9\sqrt3-70\times24/3\sqrt3=0$. Take $f_{xyz}=\sqrt{105}xyz\to f_{z^3}=\frac{5\sqrt7}2W$ and its two cyclic partners. The initial orbital does not mix: $x^2y^2z^2$ is even and symmetric, and $\langle x^2y^2z^2(3z^2-1)\rangle=\frac3{315}-\frac1{105}=0$. For the final one,
\begin{equation}
\langle d_{xy}|xyz|f_{z^3}\rangle=\tfrac{5\sqrt{105}}2\left(\tfrac1{315}-\tfrac1{175}\right)=-\tfrac{2\sqrt{105}}{315},\qquad
\langle f_{xyz}|z|d_{xy}\rangle=\tfrac{\sqrt{1575}}{105}=\tfrac1{\sqrt7}.
\end{equation}
Three final orbitals give $f=\frac37c_f^2f_0(a_f)$. With $|V_{fd}|=0.0692$~eV, $c_f=0.0692/8=8.65\times10^{-3}$, $f_0(a_f)=0.0547$ and $f=\frac37\times7.49\times10^{-5}\times0.0547=1.8\times10^{-6}$. Since $c\propto a^3/R^4$ and $f_0\propto a^2$, the strength scales as $(a/R)^8$, and the fall from $f_{T_d}$ is $7.3\times10^{-4}$, of which $(a_fR/aR_f)^8=6.6\times10^{-4}$ is geometric and the remaining factor 1.11 angular. This one-electron jump only gauges the squared dipole at an assigned photon energy; visible lines join many-electron terms.

When spin--orbit coupling exceeds the crystal field, M1 and E1 can be compared on $j=\frac52\to\frac72$. Write $\mathbf L+2\mathbf S=\mathbf J+\mathbf S$; $\mathbf J$ cannot change $j$. In units of $\hbar$, the sum of $|\mathbf S_{fi}|^2$ over all final states is $\frac34$. The projection theorem gives the part staying in $j=\frac52$ as $(\mathbf J\cdot\mathbf S)^2/j(j+1)$, with $\mathbf J\cdot\mathbf S=\frac12(\frac{35}4+\frac34-12)=-\frac54$, that is $\frac5{28}$. The remainder is $\frac47$, and $f_{\rm M1}=\frac47\times2.5/(6\times5.11\times10^5)=4.7\times10^{-7}$. Equation~(\ref{pt}), evaluated numerically between the two $j$ manifolds, with both denominators set to $\Delta$, gives $f_{\rm E1}=0.287\,c_f^2f_0(a_f)=1.2\times10^{-6}$. The ratio M1/E1 is then 0.40, independent of $\omega$ as long as the $j$ gap is small against $\Delta$. For a gap of 2.5~eV the factor 0.287 becomes 0.44, 0.30 or 0.22, and the ratio 0.26, 0.37 or 0.51, for $\Delta$ measured from $j=\frac52$, the midpoint or $j=\frac72$. Such a gap needs a spin--orbit constant of 0.71~eV, beyond the lanthanide range; gaps of 0.3 and 1.25~eV, near those of Ce$^{3+}$ and Yb$^{3+}$, give $f_{\rm M1}=5.6\times10^{-8}$ and $2.3\times10^{-7}$. At an inversion centre the static E1 part vanishes and M1 remains.

\subsection*{Table of cases}

Here $\varepsilon_{\max}=f/(4.319\times10^{-9}\times1.0645\times8065.5\,\Gamma)$ in L\,mol$^{-1}$cm$^{-1}$, with $\Gamma$ in eV.

\begin{center}
\begin{tabular}{llll}
Band & Small factor & $f$ & $\varepsilon_{\max}$\\
\hline
Charge transfer & $c^2(1-c^2)$ & $0.13$ & $8\times10^3$\\
$d$--$d$, tetrahedral & $c_T^2$ & $2.4\times10^{-3}$ & $160$\\
$d$--$d$, octahedral & $c_O^2$ & $2.0\times10^{-4}$ & $14$\\
$d$--$d$, M1 & $(\lambda_C/a)^2$ & $3.3\times10^{-6}$ & $0.2$\\
$f$--$f$, E1, $xyz\to z^3$ & $c_f^2$ & $1.8\times10^{-6}$ & $2$\\
$f$--$f$, M1, $\frac52\to\frac72$ & $(\lambda_C/a_f)^2$ & $4.7\times10^{-7}$ & $0.6$\\
Spin-forbidden & $c_O^2(\zeta/\Delta E)^2$ & $1.8\times10^{-7}$ & $0.01$\\
$d$--$d$, E2 & $(ka)^2$ & $1.4\times10^{-9}$ & $1\times10^{-4}$
\end{tabular}
\end{center}

For these parameters M1 is under 2\% of the vibronic intensity of the same octahedral band, but it exceeds the spin-forbidden estimate, which belongs to a different band. The rows that rest on $c_T$, $c_O$ or $c_f$ are orders of magnitude: they vary as $q^2a^8/\Delta^2$, the single radius $a$ replaces distinct radial integrals, and point charges omit covalent mixing with ligand orbitals. The numerical check printed below tests the angular factors against quadrature and diagonalization with the exact point-charge potential.

\section*{Computed values}
\begin{verbatim}
d model: a=1.0 A, R=2.0 A, q=2.0, Delta=8.0 eV, hw=2.5 eV
CT: hw=4.0 eV, c^2=0.1; vibration: M=20.0 u, hOm=0.04 eV, T=300.0 K
spin: zeta=0.03 eV, dE=1.0 eV, B=0.08 eV, C=0.32 eV
f model: a_f=0.5 A, R_f=2.5 A; FWHM d=0.4 eV, f=0.02 eV
e^2 (eV A) = 14.4
hbar c (eV A) = 1973.3
m c^2 (eV) = 5.11e+05
lamC (A) = 0.0038616
wavelength (A) = 4959.4
ka = 0.0012669
(ka)^2 = 1.6051e-06
(lamC/a)^2 = 1.4912e-05
E_a (eV) = 7.62
(E_a/hw)^2 = 9.2902
f0(d) = 0.21872
CT dipole (A) = 0.6
V_pd Td (eV) = 1.3278
cT = 0.16598
cT^2 = 0.02755
Td exact/estimate = 0.92427
G a^3 (eV/A) = 31.499
<pz|dV/dQ|z2> (eV/A) = 4.1827
u at 0 K (A) = 0.051114
coth factor = 1.5407
u at T (A) = 0.063446
u/R = 0.031723
cO = 0.033172
cO^2 = 0.0011004
Oh unequal/equal denominators = 1.1465
Oh exact/estimate = 1.3688
f_Oh/f_Td = 0.084321
(zeta/dE)^2 = 0.0009
d2 singlet gap (eV) = 1.165
d2 (zeta/gap)^2 = 0.00066311
d2 S_forbidden/S_allowed = 0.00056176
d2 exact/estimate = 0.84716
oscillator plane-wave/M1 = 1
oscillator plane-wave/E2 = 1
f0(f) = 0.054681
V_fd (eV) = 0.069233
cf = 0.0086542
cf^2 = 7.4895e-05
(a_f R/(a R_f))^8 = 0.00065536
K for j=5/2->7/2 = 0.28688
M1/E1 for j=5/2->7/2 = 0.39659
f per int eps dnu (mol cm^2/L) = 4.319e-09
1 eV (1/cm) = 8065.5
Gaussian area factor = 1.0645
CT: f = 0.126, eps_max = 8.49e+03 L/(mol cm)
Td d-d: f = 0.00241, eps_max = 163 L/(mol cm)
Oh d-d: f = 0.000203, eps_max = 13.7 L/(mol cm)
M1 d-d: f = 3.26e-06, eps_max = 0.22 L/(mol cm)
spin-forb: f = 1.83e-07, eps_max = 0.0123 L/(mol cm)
E2 d-d: f = 1.43e-09, eps_max = 9.66e-05 L/(mol cm)
f-f E1 a1-t2: f = 1.76e-06, eps_max = 2.37 L/(mol cm)
f-f E1 j-j: f = 1.17e-06, eps_max = 1.58 L/(mol cm)
f-f M1 j-j: f = 4.66e-07, eps_max = 0.628 L/(mol cm)
\end{verbatim}
